# Removing the quadratic field error in homogeneous heat-field dynamics

## Problem

A periodic crystal is held at bath temperature $T$ and driven by a homogeneous heat field $F$, measured in inverse length. Let $J$ be the total heat current along the field, in W m. The extra forces are chosen so that their power is $FJ$. From the steady average $J(F)$ and the volume $V$ one forms the apparent conductivity

$$\kappa(F)=\frac{J(F)}{VTF}.$$

1. What does inversion symmetry imply for $\kappa(F)$? Find the combination of $\kappa(F)$ and $\kappa(2F)$ that removes the leading field error, and find what remains.
2. Calculate $\kappa(F)$ for a harmonic ring with Langevin damping. When does a steady state exist?
3. How much statistical noise does the combination add?
4. Evaluate a ring of 64 atoms with mass 28 u, spacing $a=0.25$ nm, spring constant $k=50$ N/m, cross-section 0.08 nm² and relaxation time $\tau=5$ ps, at 300 K, with fields of 5 and 10 µm⁻¹.

## Hints

**Hint 1.** Invert the crystal through a lattice site: exchange each atom with its partner on the other side, and reverse all displacements, velocities and the field. Which equation does the reversed trajectory obey?

**Hint 2.** Two weights must satisfy two conditions: one keeps the zero-field value, the other removes the first unwanted power.

**Hint 3.** In a harmonic ring the heat-field force is linear in the displacements. Each Fourier mode then has only three second moments to solve for.

**Hint 4.** At small field the fluctuations of $J$ hardly depend on $F$, but $\kappa$ is obtained by dividing by $F$.

## Solution

### The driving force and its parity

Take a chain with bond tension $t_i$ between atoms $i$ and $i+1$, and give each atom half the energy of its bonds. The bond does work on atom $i$ at the rate $t_iv_i$, and its own energy grows at the rate $t_i(v_{i+1}-v_i)$. The energy assigned to atom $i$ therefore gains

$$t_iv_i+\tfrac12t_i(v_{i+1}-v_i)=\tfrac12t_i(v_i+v_{i+1}),$$

and atom $i+1$ loses the same amount. Energy has moved by $-a$, so

$$J=-\frac a2\sum_i t_i(v_i+v_{i+1})=\sum_i g_iv_i,\qquad g_i=-\frac a2(t_i+t_{i-1}).$$

This is the current carried by forces, with energies assigned to lattice sites. A force $Fg_i$ on each atom does work at the rate $FJ$, as required. The equation of motion is

$$m\dot v_i=t_i-t_{i-1}+Fg_i-m\gamma v_i+\text{random force}.$$

Inversion replaces $u_i$ by $-u_{-i}$ and $v_i$ by $-v_{-i}$. Bond stretches, and hence tensions and $g_i$, are carried to the partner site without a change of sign. The ordinary forces, friction and velocities do change sign, and the random force has a symmetric distribution. The reversed trajectory thus solves the same equation with $-F$, and its current is $-J$. If the steady state is unique,

$$J(-F)=-J(F),\qquad \kappa(-F)=\kappa(F).$$

The argument carries over to a three-dimensional crystal if the thermostat and the driving rule also respect inversion.

### The combination

Assume further that $J(F)$ is analytic at $F=0$ and that $2F$ lies within its radius of convergence. Then

$$\kappa(F)=\kappa_0+\kappa_2F^2+\kappa_4F^4+\kappa_6F^6+\dots$$

For weights $w_1,w_2$ on $\kappa(F),\kappa(2F)$ we need $w_1+w_2=1$ and $w_1+4w_2=0$. Subtraction gives $3w_2=-1$, so $w_2=-1/3$ and $w_1=4/3$:

$$\kappa_R=\frac{4\kappa(F)-\kappa(2F)}3 .$$

The term $\kappa_{2n}F^{2n}$ is multiplied by $(4-4^n)/3$. This factor is 0 for $n=1$, $-4$ for $n=2$ and $-20$ for $n=3$, hence

$$\kappa_R=\kappa_0-4\kappa_4F^4-20\kappa_6F^6-\dots$$

The quadratic error is gone, while the higher errors are enlarged. The method therefore needs a field at which the series is already falling quickly.

### A harmonic ring

Now $t_i=k(u_{i+1}-u_i)$ and $g_i=-(ak/2)(u_{i+1}-u_{i-1})$. For a mode proportional to $e^{iqna}$ at site $n$, the difference gives $2i\sin qa$, so

$$g_q=-i\,ak\sin(qa)\,u_q .$$

The frequency obeys $\omega^2=(4k/m)\sin^2(qa/2)$. Half its derivative with respect to $q$ is $\omega v=(ak/m)\sin qa$, where $v=d\omega/dq$ is the group velocity. Hence $g_q=-im\omega v\,u_q$. With $w_q=\dot u_q$ and $\beta=F\omega v$,

$$\dot w_q=-(\omega^2+i\beta)u_q-\gamma w_q+\xi_q,$$

where the noise $\xi_q$ gives $\langle|w_q|^2\rangle=\theta=k_BT/m$ at zero field. The uniform mode $q=0$ carries no heat current and is left out.

Let $A=\langle|u_q|^2\rangle$, $B=\langle|w_q|^2\rangle$ and $C=\langle u_q^*w_q\rangle$. In the steady state:

- $\dot A=2\,\mathrm{Re}\,C=0$, so $C=iD$ with $D$ real.
- $\dot C=B-(\omega^2+i\beta)A-i\gamma D=0$. The real part gives $B=\omega^2A$, the imaginary part $D=-\beta A/\gamma$.
- $\dot B=-2\,\mathrm{Re}[(\omega^2+i\beta)(-iD)]-2\gamma B+2\gamma\theta=0$. The bracket has real part $\beta D$, so $B=\theta-\beta D/\gamma=\theta+\beta^2A/\gamma^2$.

Equating the two forms of $B$ gives $A=\theta/(\omega^2-\beta^2/\gamma^2)$. The mode's current is

$$\langle w_q^*g_q\rangle=-im\omega v(-iD)=-m\omega vD=\frac{m\omega v\beta A}{\gamma}.$$

Insert $\beta=F\omega v$ and $\tau=1/\gamma$, cancel $\omega^2$, sum over modes and divide by $VTF$:

$$\boxed{\kappa(F)=\frac{k_B}{V}\sum_{q\ne0}\frac{v_q^2\tau}{1-F^2v_q^2\tau^2}}$$

The expansion parameter is the field times the mean free path $|v_q|\tau$. Expanding the denominator gives $\kappa_{2n}=(k_B/V)\sum_q v_q^{2n+2}\tau^{2n+1}$, which is positive. In this model $\kappa(F)$ is therefore too large and $\kappa_R$ too small.

For stability, insert $u_q\propto e^{st}$ without noise: $s^2+\gamma s+\omega^2+i\beta=0$. At the edge of growth $s=i\Omega$ with real $\Omega$. The real part gives $\Omega^2=\omega^2$ and the imaginary part $\gamma\Omega=-\beta$, so $|\beta|=\gamma\omega$. All modes decay at $F=0$, so a steady state exists for $|F||v_q|\tau<1$ in every mode. The combination needs this at $2F$.

### Statistical noise

Let $I=\int_0^\infty\langle J(s)J(0)\rangle\,ds$ at equilibrium. Since $g_i$ does not depend on velocity, the heat-field force acting on the equilibrium distribution $p_0$ produces the source

$$-\sum_i\frac{Fg_i}{m}\frac{\partial p_0}{\partial v_i}=\frac{FJ}{k_BT}\,p_0 .$$

Adding the current that remains from this source at all earlier times gives $J(F)=FI/(k_BT)$ to first order. Therefore $\kappa_0=I/(Vk_BT^2)$, the Green–Kubo formula.

An average of $J$ over a long time $t$ has variance $2I/t$. Division by $(VTF)^2$ gives, at small field,

$$\sigma^2(F)=\frac{2I}{t(VTF)^2}=\frac{2k_B\kappa_0}{VF^2t}.$$

For independent runs of equal length, $\sigma(2F)=\sigma(F)/2$ and

$$\sigma_R=\frac13\sqrt{16\sigma^2+\frac{\sigma^2}{4}}=\frac{\sqrt{65}}6\,\sigma\approx1.344\,\sigma .$$

### Numbers

The sound speed is $v_0=a\sqrt{k/m}=8198$ m/s, the largest mean free path $v_0\tau=41$ nm, and $x=Fv_0\tau=0.205$. Since $v_q^2=v_0^2\cos^2(qa/2)$, the mean of $\cos^2$ over all 64 modes is $1/2$. Removing $q=0$ leaves $1/2-1/64=31/64$. With $V/N=0.25\times0.08=0.02$ nm³,

$$\kappa_0=\frac{k_B}{V/N}\,v_0^2\tau\,\frac{31}{64}=112.4\ \text{W/(m K)}.$$

The driven steady states give $\kappa(F)=115.998$ and $\kappa(2F)=128.657$ W/(m K), so

$$\kappa_R=\frac{4(115.998)-128.657}{3}=111.778\ \text{W/(m K)}.$$

Relative to $\kappa_0$, the errors are 3.2% at $F$, 14.5% at $2F$ and $-0.53$% after combination. The mean of $\cos^6$ without $q=0$ is $5/16-1/64=19/64$, so the quartic term predicts $-4(19/31)x^4=-0.43$%. The higher terms have the same sign and supply the rest.

For 100 ns at each field the standard errors are 1.08 and 0.71 W/(m K), and 1.46 W/(m K) for $\kappa_R$. The second is more than half the first because these fields are not small for the noise: even the first is 10% above the small-field value of 0.985 W/(m K). The field error falls from 3.63 to 0.59 W/(m K) in magnitude.

A comparison at equal cost gives the single field the full 200 ns, first at the same 5 µm⁻¹. Its noise is then $1.08/\sqrt2=0.76$ W/(m K), but its error of 3.63 W/(m K) stays. All variances scale as $1/t$, so the two mean-square errors are equal when

$$\frac{100\ \text{ns}}{t}\left(1.46^2-\frac{1.08^2}{2}\right)=3.63^2-0.59^2,$$

or $t\approx12$ ns per field. For shorter runs at these fields, the single field has the smaller total error. A single run is also free to use a weaker field, which removes most of the advantage. At about 2.6 µm⁻¹ for 200 ns its root-mean-square total error is 1.67 W/(m K), against 1.58 W/(m K) for the combination. The gain grows slowly with run length: for 2 µs in total, each method at its best field, the errors are 0.77 and 0.60 W/(m K).

The field also heats the atoms. From $B=\omega^2A$, each mode's kinetic energy rises by the factor $1/(1-F^2v_q^2\tau^2)$. The mean rise is 6.4 K at $F$ and 28 K at $2F$. It is even in $F$, so dividing by the kinetic temperature instead of $T$ would also leave an even function, and the same weights would apply.

Doubling the ring raises $\kappa_0$ by 1.6%, and the infinite chain has 116.0 W/(m K). This size error comes from the missing $q=0$ term, and combining fields does not remove it: $\kappa_R$ of the 64-atom ring lies 3.6% below the infinite-chain value. That $\kappa(F)$ nearly equals 116.0 is an accident, since its field error happens to cancel the size error. The relative error of $\kappa_R$ hardly changes, reaching $-0.54$% for the infinite chain.

### An anharmonic test

The parity argument does not need harmonic bonds. Trajectories were run for a 16-atom chain with bond energy $r^2/2+r^4/4$, where $r$ is the bond stretch, in units with mass, spacing and linear spring constant equal to 1. Here $k_BT=0.2$, $\gamma=0.5$ and $F=0.08$. The mean of $g_i$ was subtracted so that the field exerted no net force. All fields shared the same random forces, and the zero-field current was subtracted to reduce noise.

Relative to the conductivity at $F=0.016$, the excess was $2.75\pm0.05$% at $F$, 12.5% at $2F$ and $-0.50\pm0.02$% after combination. The reference field is five times smaller than $F$, so its own quadratic error is about $2.75/25\approx0.1$%. This accounts for part of the $-0.50$%. The runs used a first-order scheme with time step 0.1. A second-order scheme with the same step and the same random forces raises the excess by about 0.05 at $F$ and 0.26 at $2F$, and lowers the combined value by about 0.01, all in percentage points. The value at $2F$ also has a statistical error of about 0.1. These finite runs support the cancellation for this chain, but they sample a long-lived state and not a true steady one. The bonds stiffen with stretch, so a wave of very large amplitude travels fast enough to pass the limit $Fv\tau=1$ and then keeps growing. The random forces can in principle create such a wave, although none ran away in these runs.

### Comparison with silicon

The parameters lie roughly in the regime of silicon at room temperature, whose conductivity is about 150 W/(m K). The similar size of $\kappa_0$ follows from the chosen $\tau$ and is not a prediction. The chain has one polarization and classical heat capacities. Quantum heat capacities at fixed $\tau$ would multiply $\kappa_0$ by 0.94. The thermal bond strain is 3.6% rms, which the harmonic model treats as small. The single relaxation time is also a strong simplification, because heat in silicon is carried by phonons with a broad range of mean free paths. Variation 2 shows what this does to the usable field.

## Variation 1: no inversion symmetry

Without a symmetry that reverses $F$, a term $\kappa_1F$ is allowed. The combination turns it into

$$\frac{4\kappa_1F-2\kappa_1F}{3}=\frac23\kappa_1F .$$

First average $\kappa(F)$ with $\kappa(-F)$, do the same at $2F$, and then combine.

A 12-atom ring with alternating masses 1 and 2 and alternating springs 1 and 0.5 shows this. Each atom is also tied to its site by a spring of 0.3, and $\gamma=0.3$. The heat-field force now contains $\tfrac12F(k_i-k_{i-1})u_i$, which stiffens one sublattice and softens the other. At $F=0.004$ the odd error is 0.079% of $\kappa_0$, and the combination leaves 0.6666 of it. Averaging over $\pm F$ first reduces the error to about $2\times10^{-7}$%. With equal masses inversion is restored, and the odd part vanishes to numerical precision.

Inversion is sufficient but not necessary. A mirror plane perpendicular to the field also reverses both $F$ and the current along it, so the same proof applies.

## Variation 2: a broad range of mean free paths

Let $\gamma_q=c\,\omega_q^2$ in the 64-atom ring, with $c$ chosen to keep $\kappa_0$ unchanged. The mode calculation holds with $\tau$ replaced by $\tau_q=1/\gamma_q$. The longest mean free path is now 405 nm, so a steady state requires

$$F<\frac{1}{405\ \text{nm}}=2.47\ \text{µm}^{-1}.$$

Both fields of the example are too large. At 5 µm⁻¹ the fastest-growing mode has an amplitude growth rate of about 10 ns⁻¹, and no combination of fields can repair a missing steady state. Since $2F$ must also be stable, the combination needs $F<1.23$ µm⁻¹.

At $F=0.247$ µm⁻¹ the error is 0.65%, and the combination reduces it to $-0.027$%. The price is noise: by the small-field formula, a field about 20 times weaker needs a run about 400 times longer for the same standard error.

At fixed $c$, the longest waves have $\omega\approx v_0q$ with $q=2\pi/(Na)$. Their mean free path grows as $N^2$, and the largest steady field falls as $N^{-2}$. A field that is safe in a small cell may therefore fail in a larger one. This law belongs to the imposed damping $c\,\omega_q^2$ in one dimension, where $\kappa_0$ itself grows roughly as $N$ (230 W/(m K) for 128 atoms) and has no bulk limit. It illustrates the trend but does not give the usable field for a real crystal. The numerical output below lists the values for both variations.

## Values computed for the example and the checks

```
atom mass: 28.0 u
spacing: 0.25 nm; spring: 50.0 N/m
area per chain: 0.08 nm^2; atoms in ring: 64
relaxation time: 5.0 ps; bath: 300 K
sound speed: 8198 m/s
largest mean free path v*tau: 40.99 nm
field F: 5.0 1/um; F*v*tau: 0.2050
kappa0, Green-Kubo: 112.369 W/(m K)
kappa(F): 115.998 W/(m K)
kappa(2F): 128.657 W/(m K)
combined kappa_R: 111.778 W/(m K)
error at F: 3.229 %
error at 2F: 14.494 %
error of kappa_R: -0.526 %
quartic estimate of that error: -0.433 %
small-field test, F*v*tau: 0.080
  quadratic error / formula: 1.0053
  combined error / quartic formula: 1.0285
run length at each field: 100 ns
standard error at F: 1.081 W/(m K)
standard error at 2F: 0.714 W/(m K)
standard error of kappa_R: 1.460 W/(m K)
small-field noise factor: 1.3437
heating at F: 6.40 K; at 2F: 28.40 K
kappa0, 128 atoms: 114.182 W/(m K)
kappa0 shift on doubling ring: 1.613 %
kappa_R error, 128 atoms: -0.532 %
kappa0, infinite chain: 115.994 W/(m K)
kappa_R error, infinite chain: -0.537 %
quantum/classical kappa0 at fixed tau: 0.944
rms thermal bond strain: 3.64 %
damping proportional to frequency squared, same kappa0:
  longest mean free path: 404.9 nm
  largest steady field: 2.470 1/um
  growth rate at F: 10.359 1/ns
  safer field: 0.2470 1/um
  error there: 0.6538 %
  combined error there: -0.02681 %
no inversion, reduced field: 0.0040
  odd error: 0.07873 %
  combined error / odd error: 0.6666
  after +-F averaging: -1.97e-07 %
  equal-mass control, odd error: 1.1e-11 %
anharmonic chain: 16 atoms, 200 copies, 16000 steps
  reduced kT 0.2, damping 0.5, step 0.1, F 0.08
  reference field: 0.016 (reduced)
  excess at F: 2.75 +- 0.05 %
  excess at 2F: 12.52 %
  excess, combined: -0.50 +- 0.02 %
```
